# Canonical versus Fermi-Dirac occupations for a fixed number of noninteracting electrons, part 1

(Sections cited here and not found follow in the second part.)

## The argument under review

The manuscript considers an isolated molecule with exactly \(N\) electrons at electronic temperature \(T\) and reasons in four steps. (a) Kohn-Sham electrons do not interact. (b) Each spin-orbital is therefore filled independently of the others, with probability \(f_i = 1/(1+e^{\beta(\varepsilon_i-\mu)})\), \(\beta = 1/kT\). (c) The electron number is fixed by choosing \(\mu\) so that \(\sum_i f_i = N\). (d) The entropy is \(S_{\rm bin}[f]\), where \(S_{\rm bin}[n] = -\sum_i[n_i\ln n_i + (1-n_i)\ln(1-n_i)]\). For H\(_3^+\) at \(kT = 2\) eV it concludes that 0.058 electrons are promoted into the \(1e'\) level and that this population is activated with half the gap.

Step (a) is a definition and I accept it. Step (b) does not follow from it when \(N\) is fixed, and step (c) does not fix \(N\). Throughout this comment there are \(M\) spin-orbitals with given energies \(\varepsilon_i\), independent of the occupations and of \(T\); \(x_i = e^{-\beta\varepsilon_i}\); energies are in eV and entropies in units of \(k_B\), so that \(F = U - kT\,S\). The program whose tests are cited is printed after the text, with its output.

## 1. Where the Fermi-Dirac form comes from

A many-electron state is a list of occupation numbers \(\nu_i \in \{0,1\}\) with energy \(\sum_i\nu_i\varepsilon_i\). In the grand-canonical ensemble, with \(z = e^{\beta\mu}\), every list is allowed and has weight \(\prod_i (zx_i)^{\nu_i}\). Each \(\nu_i\) is summed freely, so the sum is a product:
\[
\Xi(z) = \prod_{i=1}^M (1+zx_i), \qquad f_i = \frac{zx_i}{1+zx_i}.
\]
The factorisation uses the absence of interaction and also the absence of any constraint on \(\sum_i\nu_i\). In the canonical ensemble only lists with \(\sum_i\nu_i = N\) enter, and
\[
Z_N = \sum_{i_1<\dots<i_N} x_{i_1}\cdots x_{i_N} = e_N(x_1,\dots,x_M),
\]
the elementary symmetric polynomial of degree \(N\), with \(e_0 = 1\) and \(e_k = 0\) for \(k<0\) or \(k>M\). Sorting the grand sum by electron number gives
\[
\Xi(z) = \sum_{N=0}^M z^N Z_N, \qquad P(N) = \frac{z^N Z_N}{\Xi}, \qquad f_i = \sum_N P(N)\,n_i(N), \tag{1}
\]
where \(n_i(N)\) is the canonical occupation; the last relation holds because within one sector \(z^N\) is a common factor and the relative weights are canonical. Step (c) sets the mean of \(P(N)\) and leaves its width. Taking the logarithm of \(P(N)\), with \(F_N = -kT\ln Z_N\) and \(\Omega = -kT\ln\Xi\), gives \(\ln P(N) = \beta\mu N - \beta F_N + \beta\Omega\), that is
\[
F_N = \Omega + \mu N - kT\ln P(N) > \Omega + \mu N. \tag{2}
\]

Mermin's functional and its Kohn-Sham scheme are set in the grand-canonical ensemble, and there steps (b) and (d) are exact for the reference system. The objection concerns only the claim that the result describes a closed system.

## 2. The canonical occupations

The logarithmic derivative of the product, expanded as a geometric series in \(z\), is
\[
\frac{z\,\Xi'(z)}{\Xi(z)} = \sum_i\frac{zx_i}{1+zx_i} = \sum_{k\ge1}(-1)^{k+1}z^k\sum_i x_i^k = \sum_{k\ge1}(-1)^{k+1}z^k Z_1(k\beta),
\]
since \(x_i^k = e^{-k\beta\varepsilon_i}\). The series converges for small \(|z|\), which is enough for comparing coefficients. Multiply by \(\Xi = \sum_m z^mZ_m\). The coefficient of \(z^N\) is \(NZ_N\) on the left, and on the right it collects the pairs with \(m = N-k\):
\[
Z_N = \frac1N\sum_{k=1}^N(-1)^{k+1}Z_1(k\beta)\,Z_{N-k}(\beta), \qquad Z_0 = 1. \tag{3}
\]

For the occupations, sort the states by whether level \(i\) is empty or filled, and let \(Z^{(i)}_k\) be \(e_k\) of the other \(M-1\) levels:
\[
Z_N = Z^{(i)}_N + x_iZ^{(i)}_{N-1}, \qquad n_i(N) = \frac{x_iZ^{(i)}_{N-1}}{Z_N}, \qquad 1-n_i(N) = \frac{Z^{(i)}_N}{Z_N}. \tag{4}
\]
The first relation at \(N-1\) reads \(Z^{(i)}_{N-1} = Z_{N-1} - x_iZ^{(i)}_{N-2}\). Inserting it into itself until \(Z^{(i)}_0 = Z_0\) is reached gives \(Z^{(i)}_{N-1} = Z_{N-1} - x_iZ_{N-2} + x_i^2Z_{N-3} - \dots\), so
\[
n_i(N) = \sum_{k=1}^N(-1)^{k+1}x_i^k\,\frac{Z_{N-k}}{Z_N}. \tag{5}
\]
The third relation of (4) at \(N-1\) gives \(Z^{(i)}_{N-1} = Z_{N-1}[1-n_i(N-1)]\). With \(\mu_N = F_N - F_{N-1}\), so that \(Z_{N-1}/Z_N = e^{\beta\mu_N}\),
\[
n_i(N) = a_i\,[1-n_i(N-1)], \qquad a_i = e^{-\beta(\varepsilon_i-\mu_N)}. \tag{6}
\]
If \(n_i(N-1)\) could be replaced by \(n_i(N)\), then \(n = a(1-n)\) would give \(n = a/(1+a)\), the Fermi-Dirac function at \(\mu_N\). The Fermi-Dirac form at \(\mu_N\) thus amounts to assuming that one added electron changes no occupation; section 3 treats other values of \(\mu\). The occupations sum to \(N\), so this cannot hold exactly; it can hold approximately when the added electron is shared among many levels. The program asserts (1) to (6) against explicit sums over all states for eight unevenly spaced levels.

## 3. No chemical potential reproduces them

The proof rests on one inequality: for any \(m\) positive numbers, \(e_k^2 > e_{k-1}e_{k+1}\) for \(0\le k\le m\). For \(m=0\) it reads \(1>0\). Suppose it holds for a sequence \(c_k\), positive for \(0\le k\le m\) and zero elsewhere. Adding one level of weight \(x>0\) gives \(b_k = c_k + xc_{k-1}\) by (4). Then \(b_k^2 = c_k^2 + 2xc_kc_{k-1} + x^2c_{k-1}^2\) and \(b_{k-1}b_{k+1} = c_{k-1}c_{k+1} + x(c_{k-1}c_k + c_{k-2}c_{k+1}) + x^2c_{k-2}c_k\), so
\[
b_k^2 - b_{k-1}b_{k+1} = (c_k^2 - c_{k-1}c_{k+1}) + x(c_kc_{k-1} - c_{k+1}c_{k-2}) + x^2(c_{k-1}^2 - c_{k-2}c_k).
\]
The first bracket is positive for \(0\le k\le m\) and zero at \(k=m+1\). The third is positive for \(1\le k\le m+1\) and zero at \(k=0\). The middle one is not negative: either \(c_{k+1}c_{k-2}=0\), or all four numbers are positive and the hypothesis gives \(c_{k+1}/c_k < c_k/c_{k-1} < c_{k-1}/c_{k-2}\), whose outer members give \(c_{k+1}c_{k-2} < c_kc_{k-1}\). The sum is positive for \(0\le k\le m+1\), which completes the induction.

A first consequence concerns (6). By (4) the odds are \(n_i(N)/[1-n_i(N)] = x_iZ^{(i)}_{N-1}/Z^{(i)}_N\), and the inequality says that \(Z^{(i)}_{k-1}/Z^{(i)}_k\) grows with \(k\), so \(n_i(N) > n_i(N-1)\). Using this in (6) gives \(n_i(N) > a_i[1-n_i(N)]\) and \(n_i(N-1) < a_i[1-n_i(N-1)]\), that is
\[
n_i(N-1) < \frac{1}{1+e^{\beta(\varepsilon_i-\mu_N)}} < n_i(N). \tag{7}
\]

This excludes \(\mu=\mu_N\). To exclude every \(\mu\), take two levels \(i,j\) and \(1\le N\le M-1\), and let \(e''_k\) belong to the other \(M-2\) levels. The joint probabilities of (filled, filled), (filled, empty), (empty, filled) and (empty, empty) are
\[
p_{11} = \frac{x_ix_je''_{N-2}}{Z_N},\quad p_{10} = x_iA,\quad p_{01} = x_jA,\quad p_{00} = \frac{e''_N}{Z_N},\quad A = \frac{e''_{N-1}}{Z_N}.
\]
With \(n_i = p_{11}+x_iA\), \(1-n_j = p_{00}+x_iA\), \(n_j = p_{11}+x_jA\) and \(1-n_i = p_{00}+x_jA\),
\[
x_jn_i(1-n_j) = x_jp_{11}p_{00} + x_ix_jA(p_{11}+p_{00}) + x_i^2x_jA^2,
\]
\[
x_in_j(1-n_i) = x_ip_{11}p_{00} + x_ix_jA(p_{11}+p_{00}) + x_ix_j^2A^2.
\]
The middle terms cancel in the difference, which is \((x_i-x_j)(x_ix_jA^2 - p_{11}p_{00})\):
\[
x_jn_i(1-n_j) - x_in_j(1-n_i) = (x_i-x_j)\,x_ix_j\,\frac{e''^{\,2}_{N-1} - e''_{N-2}e''_N}{Z_N^2}. \tag{8}
\]
The fraction is positive because \(0\le N-1\le M-2\). For \(\varepsilon_i<\varepsilon_j\) we have \(x_i>x_j\); dividing by \(x_jn_j(1-n_i)\) and taking the logarithm, with \(\operatorname{logit}n = \ln[n/(1-n)]\),
\[
\operatorname{logit}n_i - \operatorname{logit}n_j > \beta(\varepsilon_j-\varepsilon_i). \tag{9}
\]
Fermi-Dirac occupations have \(\operatorname{logit}f_i = \beta(\mu-\varepsilon_i)\) and satisfy (9) as an equality for every \(\mu\). Canonical occupations at temperature \(T\) are therefore not of Fermi-Dirac form at that temperature as soon as two levels differ in energy. The exceptions are \(N=0\), \(N=M\), and a spectrum with all levels degenerate, where both ensembles give \(N/M\) by symmetry.

Define a level-dependent \(\mu_i\) by \(\operatorname{logit}n_i = \beta(\mu_i-\varepsilon_i)\). Then (9) says \(\mu_i>\mu_j\) for \(\varepsilon_i<\varepsilon_j\), and (8) gives \(\mu_i=\mu_j\) for degenerate levels. Choose \(\mu\) as in step (c) and set \(d_i = n_i-f_i\). It has the sign of \(\mu_i-\mu\), the \(d_i\) sum to zero, and they are not all zero. Let \(\varepsilon^*\) be the highest energy with \(d_i>0\). All levels at or below it have \(d_i>0\), all levels above it have \(d_i\le0\), and at least one of these has \(d_i<0\). Hence
\[
U_{\rm can}-U_{\rm GC} = \sum_i\varepsilon_id_i = \sum_i(\varepsilon_i-\varepsilon^*)d_i < 0. \tag{10}
\]
The closed system keeps its low levels fuller and its high levels emptier than the Fermi function does.

The same probabilities dispose of step (b). Using \(p_{11}+p_{10}+p_{01}+p_{00}=1\),
\[
\langle\nu_i\nu_j\rangle - n_in_j = p_{11} - (p_{11}+p_{10})(p_{11}+p_{01}) = p_{11}p_{00}-p_{10}p_{01} = -x_ix_j\frac{e''^{\,2}_{N-1}-e''_{N-2}e''_N}{Z_N^2} < 0. \tag{11}
\]
Occupations of noninteracting fermions at fixed \(N\) are anticorrelated, degenerate or not. The program asserts (7) to (10), the single change of sign of \(d_i\) and the negative covariance of every pair.

## 4. The entropy

Step (d) fails in two stages. Let \(p(\nu)\) be the canonical probability and \(q(\nu) = \prod_in_i^{\nu_i}(1-n_i)^{1-\nu_i}\) the uncorrelated distribution with the same occupations. Since \(\ln q\) is linear in the \(\nu_i\), \(-\sum_\nu p\ln q = S_{\rm bin}[n]\). With \(\ln t\le t-1\), and sums over the \(N\)-electron states,
\[
S_{\rm can}-S_{\rm bin}[n] = \sum_\nu p\ln\frac qp \le \sum_\nu(q-p) = \sum_\nu q - 1 < 0,
\]
strictly, because \(q\) gives part of its weight to other electron numbers. Next let \(\Omega[n] = \sum_i(\varepsilon_i-\mu)n_i - kT\,S_{\rm bin}[n]\) and insert \(\varepsilon_i-\mu = -kT[\ln f_i-\ln(1-f_i)]\). At \(n=f\) the terms \(f_i\ln f_i\) cancel and \(\Omega[f] = kT\sum_i\ln(1-f_i)\). Subtracting,
\[
\Omega[n]-\Omega[f] = kT\sum_i\Big[n_i\ln\frac{n_i}{f_i}+(1-n_i)\ln\frac{1-n_i}{1-f_i}\Big]\ge0
\]
by the same inequality for the logarithm, applied to each level. The terms \(\mu N\) cancel between the two sides, leaving \(kT(S_{\rm bin}[f]-S_{\rm bin}[n])\ge U_{\rm GC}-U_{\rm can}\), which is positive by (10). Altogether, for a spectrum that is not fully degenerate,
\[
S_{\rm can} < S_{\rm bin}[n] < S_{\rm bin}[f]. \tag{12}
\]
The first inequality survives even where the occupations agree. One electron in two degenerate spin-orbitals has \(n=f=0.500\), two canonical states and \(S_{\rm can}=\ln2=0.6931\), whereas the Fermi-Dirac entropy \(2\ln2=1.3863\) counts four states, the empty and the doubly filled one among them. This difference is independent of \(T\).

## 5. Closed shell at low temperature

Let the highest filled level have degeneracy \(g_0\) and energy zero, the lowest empty one degeneracy \(g_1\) and energy \(\Delta\), with \(y=e^{-\beta\Delta}\), and let all other levels lie many \(kT\) further away. At fixed \(N\) the lowest excitations move one electron across the gap in \(g_0g_1\) ways, so relative to the ground state \(Z = 1+g_0g_1y+\dots\). For \(g_0g_1y\ll1\) the upper level holds \(g_0g_1y\) electrons, shared among \(g_1\) spin-orbitals. In the Fermi-Dirac case, for \(\mu\) well inside the gap, holes number \(g_0/z\) and excited electrons \(g_1zy\); step (c) equates them, so \(z^2 = g_0/(g_1y)\). To leading order,
\[
n_1 \to g_0e^{-\beta\Delta}, \qquad f_1 = zy \to \sqrt{g_0/g_1}\,e^{-\beta\Delta/2}, \qquad \mu\to\frac\Delta2+\frac{kT}2\ln\frac{g_0}{g_1}. \tag{13}
\]
A reservoir near mid-gap can supply an electron alone or remove one alone, each at a cost of about \(\Delta/2\); the closed system must make the electron and the hole together at cost \(\Delta\). Both occupations vanish as \(T\to0\), so the absolute difference vanishes, but the ratio \(f_1/n_1\to(g_0g_1)^{-1/2}e^{\beta\Delta/2}\) grows without bound.

At fixed \(N\), apart from the trivial and fully degenerate cases, no chemical potential makes the Fermi-Dirac form reproduce the canonical occupations at the same temperature, and a closed shell at low temperature is activated with the full gap, not half of it. It remains to redo the manuscript's H\(_3^+\) example, to find when the Fermi-Dirac form becomes correct, and to examine the numerical stability of the recursion.

All numerical values are calculated from the stated model.
